# Tunnelling past a donor: first-order WKB enhancement in silicon: a numerical check

```python
"""
Result under test: a positive charge beside the middle of a flat barrier
multiplies the WKB transmission, to first order in its potential, by
    F = exp(L),  L = (2 kappa C / phi) asinh(d / (2 rho)).
d: path length (nm); rho: sideways donor distance (nm); phi: barrier (eV);
kappa: decay constant (1/nm); C: Coulomb constant in the dielectric (eV nm).
The electron potential energy of the donor is -U, with U positive.
Independent checks use numerical actions, a Schroedinger solution,
a three-dimensional perturbation integral and explicit image charges.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipk, k0

d, rho, phi, mass, eps_r = 3.0, 1.0, 0.6, 0.2, 11.7
temperature = 300.0
heavy_mass = 0.92             # rough longitudinal silicon mass
gap_same_k, gap_indirect = 4.0, 1.12   # rough silicon gaps, eV


def decay(height, relative_mass):
    return (np.sqrt(2 * relative_mass * const.m_e * height * const.e)
            / const.hbar * 1e-9)


kappa = decay(phi, mass)
C = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9


def lowering(x, side=rho):
    return C / np.sqrt(x**2 + side**2)


def action(charge):
    """Complete WKB exponent for a donor of the given relative charge."""
    value = quad(lambda x: np.sqrt(1 - charge * lowering(x) / phi),
                 -d / 2, d / 2, epsabs=1e-13, epsrel=1e-13)[0]
    return 2 * kappa * value


def log_gain(side):
    return 2 * kappa * C / phi * np.arcsinh(d / (2 * side))


line_integral = 2 * C * np.arcsinh(d / (2 * rho))
L = log_gain(rho)
F = np.exp(L)
L2 = kappa * C**2 / (2 * phi**2 * rho) * np.arctan(d / (2 * rho))

# The derivative and curvature of the numerical action test the expansion.
step = 0.01
slope = (action(-step) - action(step)) / (2 * step)
curvature = (2 * action(0) - action(step) - action(-step)) / (2 * step**2)
assert abs(slope / L - 1) < 1e-4
assert abs(curvature / L2 - 1) < 1e-3
assert abs(F - 2.4) < 0.05
F_full = np.exp(action(0) - action(1))


def transmission(charge, slices=2000):
    """Flux transmission; leads have kinetic energy phi and equal mass."""
    h = d / slices
    psi, slope_psi = 1.0 + 0j, 1j * kappa
    for i in range(slices):
        x = d / 2 - (i + 0.5) * h
        q = kappa * np.sqrt(1 - charge * lowering(x) / phi)
        ch, sh = np.cosh(q * h), np.sinh(q * h)
        psi, slope_psi = (psi * ch - slope_psi * sh / q,
                          -q * psi * sh + slope_psi * ch)
    incident = (psi + slope_psi / (1j * kappa)) / 2
    return 1 / abs(incident)**2


T_flat, T_donor = transmission(0), transmission(1)
assert abs(T_flat * np.cosh(kappa * d)**2 - 1) < 1e-8
F_wave = T_donor / T_flat
assert abs(F_wave / F_full - 1) < 0.04

# Point-to-point perturbation theory in a uniform barrier medium.
h = 0.01
z = (np.arange(-600, 600) + 0.5)[:, None] * h
s = (np.arange(800) + 0.5)[None, :] * h
r1 = np.sqrt((z + d / 2)**2 + s**2)
r2 = np.sqrt((z - d / 2)**2 + s**2)
far2 = z**2 + (s + rho)**2
# Average of the donor potential over a circle around the tunnelling path.
ring_average = 2 * C / np.pi * ellipk(4 * s * rho / far2) / np.sqrt(far2)


def spread_log(decay_constant, potential):
    weight = np.exp(-decay_constant * (r1 + r2 - d)) * d / (4*np.pi*r1*r2)
    volume = 2 * np.pi * s * h**2
    return 2 * decay_constant**2 / phi * np.sum(weight * potential * volume)


# A uniform shift has a known exact derivative of exp(-kappa d)/d.
assert abs(spread_log(kappa, 1.0) / (kappa * d / phi) - 1) < 0.005
# The heavy-particle limit must recover the straight line; the remaining
# two percent allows for finite wave width and grid spacing.
large = 16 * kappa
assert abs(spread_log(large, ring_average)
           / (large * line_integral / phi) - 1) < 0.02
L_spread = spread_log(kappa, ring_average)

# Ideal metal planes at one or both ends of the path.
one_plane = line_integral - C * (np.arcsinh(1.5 * d / rho)
                                - np.arcsinh(0.5 * d / rho))
numeric_one = quad(lambda x: lowering(x) - lowering(x + d),
                   -d / 2, d / 2)[0]
assert abs(one_plane - numeric_one) < 1e-10
odd = np.arange(1, 100, 2)
two_planes = (8 * C / np.pi
              * np.sum((-1)**((odd - 1)//2) * k0(odd*np.pi*rho/d) / odd))


def image_sum(last):
    n = np.arange(-last, last + 1)
    signs = 1 - 2 * (np.abs(n) % 2)
    pieces = (np.arcsinh((d/2 - n*d)/rho)
              - np.arcsinh((-d/2 - n*d)/rho))
    return C * np.sum(signs * pieces)


explicit = (image_sum(2000) + image_sum(2001)) / 2
assert abs(two_planes - explicit) < 1e-6
F_one = np.exp(kappa * one_plane / phi)
F_two = np.exp(kappa * two_planes / phi)


# Two-band dispersion changes the response of the decay constant.
def band_gain(gap):
    formula = L * (1 - 2 * phi / gap) / np.sqrt(1 - phi / gap)

    def band_decay(height):
        return decay(height * (1 - height / gap), mass)

    dh = 1e-4
    derivative = (band_decay(phi + dh) - band_decay(phi - dh)) / (2 * dh)
    assert abs(2 * derivative * line_integral - formula) < 1e-5
    return np.exp(formula)


F_gap4, F_gap1 = band_gain(gap_same_k), band_gain(gap_indirect)

# Parabolic depletion barrier, with allowed regions contributing zero.
points = 200000
x = -d / 2 + (np.arange(points) + 0.5) * d / points
height = phi * (0.5 - x / d)**2
S_parabola = 2 * kappa * d * np.mean(np.sqrt(height / phi))
S_parabola_donor = 2 * kappa * d * np.mean(
    np.sqrt(np.maximum(height - lowering(x), 0) / phi))
assert abs(S_parabola / (kappa * d) - 1) < 1e-8
F_parabola = np.exp(S_parabola - S_parabola_donor)
doping = (2 * eps_r * const.epsilon_0 * phi
          / (const.e * (d * 1e-9)**2) * 1e-6)
spacing = doping**(-1 / 3) * 1e7
peak_field = 2 * phi / d * 10

kT = const.k * temperature / const.e
F_warm = np.exp(L * np.sqrt(phi / (phi - kT)))
F_heavy = np.exp(L * np.sqrt(heavy_mass / mass))
T_heavy = np.exp(-2 * decay(phi, heavy_mass) * d)


def show(label, value, unit="(no unit)", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Path length d", d, "nm")
show("Sideways distance rho", rho, "nm")
show("Barrier height phi", phi, "eV")
show("Mass over electron mass", mass)
show("Relative permittivity", eps_r)
show("Decay constant kappa", kappa, "1/nm")
show("Coulomb constant C", C, "eV nm")
show("Lowering at middle", lowering(0), "eV")
show("Lowering at path ends", lowering(d / 2), "eV")
show("asinh(d/2rho)", np.arcsinh(d / (2 * rho)))
show("Line integral of lowering", line_integral, "eV nm")
show("Flat-barrier exponent 2 kappa d", 2 * kappa * d)
show("Flat-barrier exp(-2 kappa d)", np.exp(-2 * kappa * d))
show("First-order log gain L", L)
show("First-order enhancement F", F)
show("F at rho = 0.5 nm", np.exp(log_gain(0.5)))
show("F at rho = 2 nm", np.exp(log_gain(2.0)))
show("Second-order log term L2", L2)
show("Complete straight-path WKB enhancement", F_full)
show("1D Schroedinger flat transmission", T_flat)
show("1D Schroedinger donor transmission", T_donor)
show("1D Schroedinger enhancement", F_wave)
show("Log gain with sideways spreading", L_spread, digits=3)
show("Enhancement with sideways spreading", np.exp(L_spread), digits=3)
show("Line integral, one metal plane", one_plane, "eV nm")
show("Enhancement, one metal plane", F_one)
show("Line integral, two metal planes", two_planes, "eV nm")
show("Enhancement, two metal planes", F_two)
show("Rough gap at fixed lateral wavevector", gap_same_k, "eV")
show("Two-band enhancement, that gap", F_gap4, digits=3)
show("Rough indirect gap", gap_indirect, "eV")
show("Two-band enhancement, indirect gap", F_gap1, digits=3)
show("Rough heavy silicon mass ratio", heavy_mass)
show("Enhancement, heavy mass", F_heavy, digits=3)
show("Flat exp(-2 kappa d), heavy mass", T_heavy, digits=3)
show("Parabolic-barrier exponent, no donor", S_parabola)
show("Parabolic-barrier exponent, donor", S_parabola_donor)
show("Parabolic-barrier complete WKB gain", F_parabola, digits=3)
show("Doping for 3 nm depletion", doping, "cm^-3", 3)
show("Mean donor spacing at that doping", spacing, "nm", 3)
show("Peak depletion field", peak_field, "MV/cm", 3)
show("Temperature", temperature, "K")
show("Thermal energy", kT, "eV")
show("First-order gain at kT higher energy", F_warm)
show("Boltzmann factor for barrier top", np.exp(-phi / kT), digits=3)
print("tests ok")
```

Output:

```
Path length d: 3 nm
Sideways distance rho: 1 nm
Barrier height phi: 0.6 eV
Mass over electron mass: 0.2 (no unit)
Relative permittivity: 11.7 (no unit)
Decay constant kappa: 1.775 1/nm
Coulomb constant C: 0.1231 eV nm
Lowering at middle: 0.1231 eV
Lowering at path ends: 0.06827 eV
asinh(d/2rho): 1.195 (no unit)
Line integral of lowering: 0.2941 eV nm
Flat-barrier exponent 2 kappa d: 10.65 (no unit)
Flat-barrier exp(-2 kappa d): 2.374e-05 (no unit)
First-order log gain L: 0.8699 (no unit)
First-order enhancement F: 2.387 (no unit)
F at rho = 0.5 nm: 3.758 (no unit)
F at rho = 2 nm: 1.656 (no unit)
Second-order log term L2: 0.03669 (no unit)
Complete straight-path WKB enhancement: 2.485 (no unit)
1D Schroedinger flat transmission: 9.496e-05 (no unit)
1D Schroedinger donor transmission: 0.0002346 (no unit)
1D Schroedinger enhancement: 2.471 (no unit)
Log gain with sideways spreading: 0.809 (no unit)
Enhancement with sideways spreading: 2.25 (no unit)
Line integral, one metal plane: 0.1692 eV nm
Enhancement, one metal plane: 1.65 (no unit)
Line integral, two metal planes: 0.1205 eV nm
Enhancement, two metal planes: 1.428 (no unit)
Rough gap at fixed lateral wavevector: 4 eV
Two-band enhancement, that gap: 1.94 (no unit)
Rough indirect gap: 1.12 eV
Two-band enhancement, indirect gap: 0.913 (no unit)
Rough heavy silicon mass ratio: 0.92 (no unit)
Enhancement, heavy mass: 6.46 (no unit)
Flat exp(-2 kappa d), heavy mass: 1.21e-10 (no unit)
Parabolic-barrier exponent, no donor: 5.324 (no unit)
Parabolic-barrier exponent, donor: 3.345 (no unit)
Parabolic-barrier complete WKB gain: 7.23 (no unit)
Doping for 3 nm depletion: 8.62e+19 cm^-3
Mean donor spacing at that doping: 2.26 nm
Peak depletion field: 4 MV/cm
Temperature: 300 K
Thermal energy: 0.02585 eV
First-order gain at kT higher energy: 2.433 (no unit)
Boltzmann factor for barrier top: 8.33e-11 (no unit)
tests ok
```
